# The Debye permittivity and its loss peak from exponential polarization relaxation, part 2

A dielectric in a field $E$ has a fast polarization, which follows the field at once, and a slow polarization $P$, which relaxes exponentially when the field is held. The problem is how much energy the slow part takes from an oscillating field of amplitude $E_0$ and angular frequency $\omega=2\pi f$. The response is linear, unchanging in time and isotropic, and no steady current flows.

Here $\varepsilon_0$ is the vacuum permittivity, $\varepsilon_\infty$ the relative permittivity of the fast part (vacuum term included), $\Delta\varepsilon$ the relaxation strength and $\tau$ the relaxation time at held field. The static relative permittivity is $\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon$. The slow polarization and the displacement $D$ obey

$$\tau\frac{dP}{dt}=\varepsilon_0\,\Delta\varepsilon\,E-P, \tag{1}$$

$$D=\varepsilon_0\varepsilon_\infty E+P. \tag{3}$$

Oscillating quantities are real parts of complex ones with time factor $e^{i\omega t}$, and $D=\varepsilon_0\,\varepsilon(\omega)\,E_0e^{i\omega t}$ defines the relative permittivity:

$$\boxed{\;\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}\;} \tag{10}$$

With $\varepsilon=\varepsilon'-i\varepsilon''$ and $x=\omega\tau$,

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+x^2},\qquad
\varepsilon''=\Delta\varepsilon\,\frac{x}{1+x^2}. \tag{11}$$

The loss $\varepsilon''$ has a single maximum:

$$\boxed{\;\varepsilon''_{\max}=\frac{\Delta\varepsilon}{2}\quad\text{at}\quad\omega=\frac1\tau\;} \tag{13}$$

With $u=\ln x$ it is symmetric about this peak:

$$\varepsilon''=\frac{\Delta\varepsilon}{x+1/x}=\frac{\Delta\varepsilon}{e^{u}+e^{-u}}=\frac{\Delta\varepsilon}{2\cosh u}. \tag{17}$$

Its half-height points are $x=2\pm\sqrt3$, a width of 1.14 decades.

The example uses $\varepsilon_\infty=2.6$, $\Delta\varepsilon=0.4$ and $\tau=1$ ns at 300 K. For these two permittivity values, a numerical sum of the responses to small field steps agreed with (10) to within $4.0\times10^{-7}$. The equations are in SI form; values quoted in electronvolts, in debyes or with centimetres must be converted before they are inserted.

### Why $\varepsilon''$ is called the loss

The work done by the field per unit volume is $\int E\,dD$. For $E=E_0\cos\omega t$, the real part of $\varepsilon_0(\varepsilon'-i\varepsilon'')E_0e^{i\omega t}$ is

$$D=\varepsilon_0E_0\left(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t\right). \tag{19}$$

Over one cycle of length $2\pi/\omega$ the work is

$$w=\int_0^{2\pi/\omega}E\,\frac{dD}{dt}\,dt
=\varepsilon_0E_0^2\,\omega\int_0^{2\pi/\omega}\cos\omega t\left(-\varepsilon'\sin\omega t+\varepsilon''\cos\omega t\right)dt.$$

The product of sine and cosine averages to zero: the energy stored through $\varepsilon'$ is returned. The squared cosine averages to one half, so its integral is $\pi/\omega$. Thus

$$w=\pi\,\varepsilon_0\,\varepsilon''E_0^2,\qquad
p=\frac{\omega}{2\pi}\,w=\tfrac12\,\omega\,\varepsilon_0\,\varepsilon''E_0^2, \tag{20}$$

where $p$ is the mean power turned into heat per unit volume.

At fixed field amplitude the energy lost per cycle is proportional to $\varepsilon''$ and peaks at $x=1$. The power does not. Inserting $\omega=x/\tau$ and (11),

$$p=\frac{\varepsilon_0\,\Delta\varepsilon\,E_0^2}{2\tau}\,\frac{x^2}{1+x^2}. \tag{21}$$

The last factor is $1-1/(1+x^2)$. It rises steadily with frequency, is $1/2$ at the loss peak and tends to 1. The plateau is twice the power at the peak. Above the peak each cycle costs less energy, but there are more cycles per second.

The plateau can be read from (1). At high frequency $P$ is small and $dP/dt\approx\varepsilon_0\Delta\varepsilon E/\tau$. This current density is in phase with the field, like that of a resistor with conductivity $\varepsilon_0\Delta\varepsilon/\tau$. It rests on the assumption that $dP/dt$ can follow the field at once, which fails when the inertia of the molecules matters.

### The peak of the loss tangent

The loss tangent is the ratio $\tan\delta=\varepsilon''/\varepsilon'$. Multiply numerator and denominator by $1+x^2$ and use $\varepsilon_\infty(1+x^2)+\Delta\varepsilon=\varepsilon_s+\varepsilon_\infty x^2$:

$$\tan\delta=\frac{\Delta\varepsilon\,x}{\varepsilon_s+\varepsilon_\infty x^2}
=\frac{\Delta\varepsilon}{\varepsilon_s/x+\varepsilon_\infty x}. \tag{22}$$

The denominator equals $(\sqrt{\varepsilon_s/x}-\sqrt{\varepsilon_\infty x})^2+2\sqrt{\varepsilon_s\varepsilon_\infty}$. It is smallest when the square vanishes, so

$$(\tan\delta)_{\max}=\frac{\Delta\varepsilon}{2\sqrt{\varepsilon_s\varepsilon_\infty}}
\quad\text{at}\quad \omega=\frac1\tau\sqrt{\frac{\varepsilon_s}{\varepsilon_\infty}}. \tag{23}$$

This peak lies above the peak of $\varepsilon''$, because $\varepsilon'$ is still falling there. The two nearly coincide when $\Delta\varepsilon\ll\varepsilon_\infty$.

### Held charge instead of held field

Suppose that a fixed charge is placed on the electrodes and the source is disconnected. Then $D$ is constant, and the field falls as the slow polarization grows. From (3), $\varepsilon_0E=(D-P)/\varepsilon_\infty$. Insert this into (1):

$$\tau\frac{dP}{dt}=\frac{\Delta\varepsilon}{\varepsilon_\infty}(D-P)-P
=\frac{\Delta\varepsilon}{\varepsilon_\infty}D-\frac{\varepsilon_s}{\varepsilon_\infty}P,$$

since $\Delta\varepsilon/\varepsilon_\infty+1=\varepsilon_s/\varepsilon_\infty$. The relaxation is again exponential, with the shorter time

$$\tau_D=\tau\,\frac{\varepsilon_\infty}{\varepsilon_s}. \tag{24}$$

The polarization has less far to go, because its own growth weakens the field that drives it. A time read from the voltage decay of an isolated capacitor must therefore be multiplied by $\varepsilon_s/\varepsilon_\infty$ before it is used in (13).

### A worked example

Take a porous organosilicate interlayer film that contains adsorbed water. The water dipoles supply the slow polarization. The parameters are rough typical values: $\varepsilon_\infty=2.6$, $\Delta\varepsilon=0.4$ and $\tau=1$ ns at 300 K. The film is 200 nm thick and carries a voltage of amplitude 1 V, so $E_0=5\times10^6$ V/m, or 0.05 MV/cm.

The static permittivity is $2.6+0.4=3.0$. The loss peak lies at $\omega=10^9$ rad/s, which is $f=10^9/(2\pi)$ Hz $=159$ MHz. There $\varepsilon''=0.4/2=0.20$ and $\varepsilon'=(3.0+2.6)/2=2.8$. Equation (11) gives at other frequencies:

| $f$ (MHz) | $\omega\tau$ | $\varepsilon'$ | $\varepsilon''$ | $\tan\delta$ |
|---|---|---|---|---|
| 10 | 0.063 | 2.998 | 0.025 | 0.008 |
| 159 | 1.00 | 2.800 | 0.200 | 0.071 |
| 1000 | 6.28 | 2.610 | 0.062 | 0.024 |
| 10000 | 62.8 | 2.600 | 0.006 | 0.002 |

By (23), $\tan\delta$ peaks at $159\sqrt{3.0/2.6}=171$ MHz with height $0.4/(2\sqrt{7.8})=0.072$. By (24), the time at held charge is $1\times2.6/3.0=0.87$ ns.

The power density at the loss peak follows from (20) with $\varepsilon_0=8.854\times10^{-12}$ F/m:

$$p=\tfrac12(10^9)(8.854\times10^{-12})(0.20)(5\times10^6)^2\ \text{W/m}^3
=2.2\times10^{10}\ \text{W/m}^3=2.2\times10^4\ \text{W/cm}^3.$$

The number is large, but the film is thin. If one face is insulated and the other is held at fixed temperature, the heat flux at distance $z$ from the insulated face is $pz$. Dividing by the thermal conductivity $\kappa$ and integrating over the thickness $d$ gives a temperature difference $pd^2/(2\kappa)$. With a rough $\kappa=0.3$ W/(m K) this is 1.5 mK. It is the difference across the film alone, not the heating of its surroundings.

### A spread of relaxation times

Water in a porous solid sits at many different sites. Suppose that each site relaxes exponentially with $\tau\propto e^{E_a/k_BT}$, where $E_a$ is its energy barrier, and that the barriers have a Gaussian distribution with standard deviation 0.05 eV, a rough assumed value. At 300 K, $k_BT=0.0259$ eV, so $\ln\tau$ has standard deviation $\sigma=0.05/0.0259=1.93$. Keep the total $\Delta\varepsilon$ and the median $\tau$ fixed, and let the strength of a site not depend on its barrier. With $u=\ln\omega\tau$ for the median time, (17) is replaced by its average:

$$\varepsilon''(u)=\Delta\varepsilon\int_{-\infty}^{\infty}\frac{e^{-z^2/2}}{\sqrt{2\pi}}\;\frac{dz}{2\cosh(u+\sigma z)}. \tag{25}$$

Numerical integration gives a peak height of 0.104 instead of 0.200, a reduction of 48 %. The peak stays at $\omega\tau=1$ for the median time, since a symmetric single-peaked curve has been averaged over symmetric, single-peaked shifts. Each site contributes a curve that is shifted along $u$ but keeps its area, so the total area under $\varepsilon''$ against $\ln\omega$ is unchanged. The loss missing at the centre appears in the flanks, and the peak is broader. In such a film, twice the peak height would underestimate $\Delta\varepsilon$ by nearly half.

### The temperature of use

Take again a single barrier, now with $E_a=0.40$ eV, and heat the film from 300 K to 378 K with the water sealed in. The relaxation time changes by the factor

$$\exp\left[\frac{E_a}{k_B}\left(\frac{1}{378\ \text{K}}-\frac{1}{300\ \text{K}}\right)\right]=0.041, \tag{26}$$

so $\tau$ falls to 0.041 ns and the loss peak moves to 3.9 GHz. The strength of weakly oriented, independent dipoles varies as $1/T$, because thermal motion opposes their alignment. This gives $\Delta\varepsilon=0.4\times300/378=0.32$. At the fixed frequency of 159 MHz, $\omega\tau$ is now 0.041 and $\varepsilon''=0.32\times0.041=0.013$, about fifteen times less than at 300 K. This figure holds for a single relaxation time. With a spread of barriers some sites would still relax near 159 MHz, and the loss would have to be averaged as in (25).

### Smaller corrections

*Lead resistance.* A resistance $R$ in series with a test capacitor of empty capacitance $C_0$ gives the total impedance $R+1/(i\omega C_0\varepsilon)$. Read as a pure capacitor, this has the apparent permittivity

$$\varepsilon_{\text{app}}=\frac{\varepsilon}{1+i\omega RC_0\varepsilon}. \tag{27}$$

For a square pad of side 50 µm and $R=10\ \Omega$, the apparent loss at the peak is 0.209 instead of 0.200, an error of 4 %. The error is larger just above the peak. There the apparent loss falls only to 0.109, near 1.1 GHz, before it rises again, so this flank does not reach half the peak height. The resistance must therefore be corrected for before the width of the peak is judged. A lead inductance $L$ replaces $R$ in (27) by $R+i\omega L$ and also raises the upper flank. For this pad, with $R=0$, an inductance of 1 nH leaves the width at 1.15 decades, but 30 nH stretches it to about 1.7 decades, so long leads need this correction too.

*Leakage.* A conductivity $\sigma_c$ adds the current density $\sigma_cE$ to $dD/dt=i\omega\varepsilon_0\varepsilon E$. This is the same as adding $\sigma_c/(\varepsilon_0\omega)$ to $\varepsilon''$. For $\sigma_c=10^{-13}$ S/cm the addition at the peak is $1.1\times10^{-9}$. It grows as $1/\omega$, however, so at low enough frequency it exceeds the Debye loss. With leakage as weak as this, (13) still describes a local maximum, but not the largest loss over all frequencies. Strong leakage can hide the maximum altogether.

*Inertia.* Molecules need a short time $\tau_J$ to pick up speed. A simple model adds $\tau\tau_J\,d^2P/dt^2$ to the left side of (1), which changes the denominator in (10) to $1+i\omega\tau-\omega^2\tau\tau_J$. For a rough $\tau_J=0.1$ ps the loss at $\omega\tau=1$ changes by a relative $10^{-4}$. The new term becomes as large as $\omega\tau$ when $\omega=1/\tau_J$, and there the plateau of (21) ends.

*Strong fields.* For a dipole moment of about 1.9 D, the dipole energy in the applied field is 0.0077 of $k_BT$. The mean orientation of a free dipole then falls short of the linear law by a relative $4\times10^{-6}$. The local field at a molecule differs from the applied one, but not by enough to make this matter. The field is also only 0.01 of a rough breakdown field of 5 MV/cm.

### The model beside a real film

Relative permittivities between about 2 and 3 are typical of dry porous organosilicates, so $\varepsilon_\infty=2.6$ is an ordinary value. The strength 0.4 stands for a film that has taken up a noticeable amount of water; a dry, well-sealed film would have much less. The time of 1 ns and the barrier of 0.40 eV are the least certain inputs, because they depend on how the water is bound to the pore walls. Inserted in $\tau=\tau_0e^{E_a/k_BT}$ at 300 K, they give $\tau_0\approx2\times10^{-16}$ s, much shorter than the period of a molecular vibration. The 0.40 eV is therefore better read as an apparent activation energy, which describes how fast $\tau$ changes with temperature, than as the height of a barrier crossed by a single molecule. The assumption of a single relaxation time is also doubtful, because the water can sit at many different sites. The assumed spread of barriers lowers the peak from 0.20 to 0.10. The working temperature matters too: for the assumed barrier, heating to 378 K moves the peak from 159 MHz to 3.9 GHz. If the film is not sealed, heating can also drive water out and reduce $\Delta\varepsilon$ itself. The Debye curve is thus a reference shape for such a film, not a prediction of its measured loss. The numerical output lists most of the values used here, many of them with further digits.

## Calculated quantities

```
TESTS
largest error of step-built permittivity: 4.0e-07
largest relative error of loop energy: 1.0e-04
numerical loss peak, omega*tau: 1.0000
numerical loss peak, eps''/d_eps: 0.500000
half-height points, omega*tau: 0.2679 and 3.7321
width at half height: 1.144 decades
EXAMPLE INPUTS (rough typical values)
eps_inf: 2.60, d_eps: 0.40, eps_s: 3.00
relaxation time at 300 K: 1.00 ns
film thickness: 200 nm, amplitude: 1.0 V
field amplitude: 0.050 MV/cm
EXAMPLE RESULTS
angular frequency of loss peak: 1.000e+09 rad/s
frequency of loss peak: 159.2 MHz
eps' at peak: 2.800
eps'' at peak: 0.200
table: f (MHz), omega*tau, eps', eps'', tan delta
  10.0  0.0628  2.9984  0.0250  0.00835
  159.2  1.0000  2.8000  0.2000  0.07143
  1000.0  6.2832  2.6099  0.0621  0.02379
  10000.0  62.8319  2.6001  0.0064  0.00245
tan delta peak: 0.07161 at 171.0 MHz
relaxation time at held charge: 0.867 ns
power density at loss peak: 2.214e+04 W/cm3
high-frequency power / power at loss peak: 2.000
NEGLECTED EFFECTS (at the loss-peak frequency unless stated)
barrier: 0.40 eV, spread (std dev): 0.05 eV
std dev of ln(tau): 1.934
peak eps'' with barrier spread: 0.1037
peak height relative to single tau: 0.519
tau at 378 K: 0.0411 ns
d_eps at 378 K: 0.3175
loss-peak frequency at 378 K: 3.88 GHz
eps'' at 159.2 MHz and 378 K: 0.0130
test pad side: 50 um, lead: 10 ohm
apparent eps'' with lead resistance: 0.2086
leakage conductivity: 1.0e-13 S/cm
eps'' from leakage: 1.1e-09
inertial time: 0.10 ps
relative change of eps'' by inertia: 1.0e-04
dipole moment: 1.9 D, dipole energy/kT: 7.65e-03
relative loss of orientation by saturation: 3.9e-06
thermal conductivity: 0.3 W/(m K)
self-heating across film: 1.48 mK
rough breakdown field: 5 MV/cm
field / breakdown field: 0.010
```
